The apparent mobility of a ballistic channel and its dependence on length

**Problem**

A transistor channel of length L = 20 nm carries electrons of mass m = 0.19 m_e (m_e is the free-electron mass) at T = 300 K. The electrons form a nondegenerate gas and do not collide inside the channel. A small voltage V is applied between source and drain, and the current I per width W is read with the drift formula

I/W = q n μ V/L,

where q > 0 is the elementary charge and n is the number of electrons per area, held fixed by the gate. What value of μ does this reading give, and how does it depend on L?

The contacts are large reservoirs that absorb every arriving electron and emit electrons in thermal equilibrium. The x axis runs from source to drain. Electrons flow on balance along +x; I denotes the magnitude of the current.

**A tempting solution**

For a gas with collisions, the mobility is μ = qτ/m, where τ is the time in which collisions remove the drift velocity. Here there are no collisions in the channel, but an electron loses its memory on reaching a contact. It seems natural to use the transit time for τ.

The typical speed follows from the Maxwell distribution. The energy is a sum of a part from v_x and a part from the transverse motion, so the Boltzmann factor is a product and the transverse factor cancels from any average over v_x. The mean velocity of the electrons moving forward is

v_T = ∫₀^∞ v exp(−mv²/2kT) dv / ∫₀^∞ exp(−mv²/2kT) dv.

The numerator is kT/m and the denominator is ½√(2πkT/m). Hence

v_T = 2√(kT/m)/√(2π) = √(2kT/(πm)).

For the given mass and temperature, v_T = 1.234×10⁵ m/s, and the transit time is L/v_T = 162 fs. With m = 0.19 × 9.109×10⁻³¹ kg = 1.731×10⁻³¹ kg,

μ = qL/(m v_T) = (1.602×10⁻¹⁹ C)(1.62×10⁻¹³ s)/(1.731×10⁻³¹ kg) = 0.150 m²/Vs,

or 1500 cm²/Vs, proportional to L.

**Where it fails**

The velocity v_T is correct. The fault is the use of μ = qτ/m with the transit time as τ. That formula comes from a balance for the drift velocity v_d in a field of strength E,

dv_d/dt = qE/m − v_d/τ = 0,

in which collisions everywhere in the gas remove drift at the rate 1/τ. Nothing in a collisionless channel does this.

A flat channel makes the fault plain. Let the potential be constant along the channel and let the whole voltage drop at its drain end. Then E = 0 inside, and no electron is accelerated there. A current flows nevertheless, because the two contacts fill the forward and backward states unequally. The current must be found from these populations.

The tempting answer has the right dependence on L for a simple reason: a time formed from L, m and kT alone must be a number times L√(m/kT). The argument does not determine that number.

**The right solution**

Take the flat channel. Without collisions, all electrons moving forward came from the source and all those moving backward came from the drain. Let their densities be n₊ and n₋.

The applied voltage lowers the drain's Fermi level by qV relative to the source. For a nondegenerate gas, the occupation of a state at given energy is proportional to exp(E_F/kT), where E_F is the Fermi level of the contact that fills it. With u = qV/kT,

n₋ = n₊ exp(−u).

Both groups have Maxwell distributions at temperature T, so each has mean speed v_T. The total density and the current are

n = n₊ + n₋ = n₊[1 + exp(−u)],

I/W = q v_T (n₊ − n₋) = q v_T n₊[1 − exp(−u)].

Eliminating n₊ gives

I/W = q n v_T [1 − exp(−u)]/[1 + exp(−u)].

Multiplying numerator and denominator by exp(u/2) turns the fraction into a hyperbolic tangent:

I/W = q n v_T tanh(u/2).

For u ≪ 1, tanh(u/2) ≈ u/2, and therefore

I/W = q n v_T qV/(2kT).

This current does not contain L. Equating it to the drift formula,

q n μ_B V/L = q n v_T qV/(2kT),

and cancelling q n V gives

μ_B = v_T L/(2kT/q).

The subscript B marks the ballistic value. Inserting v_T,

μ_B = (qL/2kT)√(2kT/(πm)) = qL/√(2πmkT).

At fixed mass and temperature, μ_B is proportional to L. The reason lies in the reading of the current. The drift formula expects the current at given V to fall as 1/L, because the field V/L falls. The ballistic current stays the same, so the formula can reproduce it only if μ grows as L.

**The numbers**

The thermal voltage is kT/q = 25.85 mV, so

μ_B = (20×10⁻⁹ m)(1.234×10⁵ m/s)/(2 × 0.02585 V) = 0.0477 m²/Vs = 477 cm²/Vs.

Each nanometre of length contributes 23.9 cm²/Vs. A channel of 10 nm would give 239 cm²/Vs and one of 40 nm would give 955 cm²/Vs.

For a current, take n = 10¹¹ cm⁻² = 10¹⁵ m⁻² and V = 1 mV. Then u = 0.0387, which is small. The mean velocity is

μ_B V/L = (0.0477 m²/Vs)(10⁻³ V)/(20×10⁻⁹ m) = 2.39×10³ m/s,

about 2% of v_T. Multiplying by qn = 1.602×10⁻⁴ C/m² gives I/W = 0.382 A/m, or 0.382 μA/μm.

The result can also be written as an apparent time τ_B = mμ_B/q:

τ_B = m v_T L/(2kT).

Since v_T² = 2kT/(πm), we have m/(2kT) = 1/(πv_T²), and

τ_B = L/(πv_T) = 51.6 fs.

The tempting solution was therefore too large by a factor π. The time τ_B is a way of writing the conductance; no collision occurs on this time scale.

**If the voltage drops along the channel**

The flat potential was convenient, but the small-voltage result also holds for a uniform field. Let the potential energy fall evenly by qV from source to drain, and let each contact inject at its own end the flux n₀v_T/2, where n₀ is the equilibrium density.

Write an injected electron's speed along the channel as v = w v₀, with v₀ = √(2kT/m). The flux carries one more factor of velocity than the density, so its normalized distribution is 2w exp(−w²). Every source electron reaches the drain. A drain electron reaches the source only if mv²/2 > qV, that is, w² > u. The fraction that succeeds is

∫_{√u}^∞ 2w exp(−w²) dw = exp(−u).

The net current is therefore

I/W = q(n₀v_T/2)[1 − exp(−u)] ≈ q n₀ v_T u/2.

It remains to find the density, which is the injected flux times the time spent in the channel, divided by L. The current is already of first order in u, so the density is needed only in the limit u → 0.

In that limit a crossing takes L/(w v₀), and its average over the flux is

∫₀^∞ 2w exp(−w²) L/(w v₀) dw = √π L/v₀ = L/v_T,

because v_T = v₀/√π. Each contact thus contributes (n₀v_T/2)(L/v_T)/L = n₀/2.

Slow drain electrons that turn back need separate care, since they can stay long. Their deceleration is a = qV/(mL) = u v₀²/(2L), and they stay for 2v/a = 4Lw/(u v₀). Their contribution to the average time is at most

∫₀^{√u} 2w · 4Lw/(u v₀) dw = 8L√u/(3v₀),

which vanishes as u → 0. The density tends to n₀, and the same μ_B follows.

**What scattering does to the proportionality**

Suppose electrons are now sometimes turned back inside the channel, with the same mean free path λ for all speeds. Let J₊ and J₋ be the forward and backward particle fluxes. Forward electrons are lost to the backward stream at the rate J₊/λ per length, and the reverse process returns J₋/λ:

dJ₊/dx = −(J₊ − J₋)/λ.

The net flux J = J₊ − J₋ is constant, so J₊(L) = J₊(0) − JL/λ. For injection from the source alone, J₋(L) = 0 and J₊(L) = J. Hence J(1 + L/λ) = J₊(0), and the transmitted fraction is

𝒯 = λ/(λ + L).

At small V and fixed density, the current is reduced by this factor, so μ_app = 𝒯μ_B. For L ≫ λ, 𝒯 tends to λ/L, and the mobility tends to a value independent of length:

μ₀ = μ_B λ/L = qλv_T/(2kT).

For any L, dividing 1/μ_B by 𝒯 = λ/(λ + L) gives

1/μ_app = (1 + L/λ)/μ_B = 1/μ_B + 1/μ₀.

Proportionality to L thus requires L ≪ λ. As an example, take μ₀ = 300 cm²/Vs. Then

λ = 2(kT/q)μ₀/v_T = 2(0.02585 V)(0.0300 m²/Vs)/(1.234×10⁵ m/s) = 12.6 nm.

With μ₀, m and T held fixed, the two formulas give, in cm²/Vs:

| L (nm) | μ_B | μ_app |
|---|---|---|
| 5 | 119 | 85 |
| 10 | 239 | 133 |
| 20 | 477 | 184 |
| 40 | 955 | 228 |
| 80 | 1910 | 259 |
| 1000 | 23872 | 296 |

The sum rule for 1/μ_app is exact only for this model of reversals with one λ. A two-dimensional gas scattered isotropically at a constant rate, with the same μ₀, gives about 174 rather than 184 cm²/Vs at 20 nm. In the model above, the transmission at 20 nm is 0.386. Even between 5 and 10 nm, μ_app rises by a factor of about 1.6 rather than 2.

**Degeneracy and larger voltage**

At finite voltage, the flat-channel current divided by its small-voltage form gives

μ/μ_B = tanh(u/2)/(u/2).

At V = 50 mV this factor is 0.773, and the apparent mobility of the flat channel falls to 369 cm²/Vs at the same density. Away from small voltage the factor depends on where the voltage drops, so this number belongs to the flat channel only.

At high density, Fermi statistics matter. Consider a two-dimensional gas with g equal valleys, and let η be the Fermi level above the band edge in units of kT. Integrating the Fermi function over the constant density of states gives

n = N ln(1 + e^η), N = g m kT/(πħ²).

For the forward flux, use v_x dk_x = dE_x/ħ and integrate over E_x:

J₊ = [g kT/(2π²ħ)] ∫ ln[1 + exp(η − ħ²k_y²/2mkT)] dk_y.

A small voltage produces the net flux u dJ₊/dη. Differentiating, and substituting k_y = t√(2mkT)/ħ, gives

dJ₊/dη = (N v_T/2) F(η), F(η) = (2/√π) ∫₀^∞ dt/[1 + exp(t² − η)].

The nondegenerate flux was n v_T u/2, so the mobility is multiplied by

F(η)/ln(1 + e^η).

For η ≪ −1, both functions tend to e^η and the factor tends to 1. With g = 2, N = 4.10×10¹² cm⁻². The example density of 10¹¹ cm⁻² gives η = −3.70 and, with F integrated numerically, a factor of 0.995. The nondegenerate assumption is good there. At 10¹³ cm⁻², η = 2.35, the factor is 0.659 and the ballistic value is 315 cm²/Vs, if all electrons occupy this one subband.

**Beside a silicon transistor**

The mass 0.19 m_e and g = 2 describe roughly the lowest electron valleys in a silicon (100) inversion layer. A long-channel mobility of 300 cm²/Vs is a rough, plausible value for such a layer. The density 10¹¹ cm⁻² belongs near or below threshold; a strongly conducting channel has a density nearer 10¹³ cm⁻². The formula also requires a small drain voltage: at 0.2 V the flat-channel factor tanh(u/2)/(u/2) is already down to 0.26, so μ_B does not describe a transistor at its full working voltage. For a mobility read at small voltage in a channel of uniform density, the absence of collisions is the weakest assumption: with the rough μ₀ above, scattering lowers 477 to 184 cm²/Vs, a reduction of 61% relative to the ballistic value. The size depends on the inputs: starting from the degenerate 315 cm²/Vs the reduction is 51%, and with μ₀ = 700 cm²/Vs and 477 it is 41%. The number 477 is therefore a ballistic reference, not a prediction of a measured mobility.

The following changes, each made alone at small voltage, have effects smaller than that 61%. At 400 K, μ_B is 413 cm²/Vs, since it varies as T^(−1/2). Silicon also has valleys with a heavy mass of roughly 0.92 m_e along the current, for a current along a cube axis; for them μ_B is 217 cm²/Vs. If all six valleys were equally filled, two would be of this kind, and the average would be (4 × 477 + 2 × 217)/6 ≈ 391 cm²/Vs. Confinement favours the two lowest valleys, so this equal filling is only an estimate of the effect's size. At 300 K the lowest subband does not hold all electrons: a self-consistent effective-mass estimate for acceptor doping of 10¹⁷ to 10¹⁸ cm⁻³ gives a ballistic value of roughly 415 to 455 cm²/Vs at 10¹¹ cm⁻², and roughly 340 to 355 rather than 315 cm²/Vs at 10¹³ cm⁻².

Electrons can also tunnel through the barrier between source and drain, whose height the gate controls. To size this, take a parabolic barrier 0.15 eV high and 20 nm long at its base. Its transmission was computed by dividing it into 400 slabs of constant potential and matching the waves, and was then averaged with Boltzmann weights. The thermal current is 1.07 times the classical current over the same barrier. Energies below the top supply about a fifth of the classical current, while those above supply about an eighth less than they would classically, because some waves are reflected. The small net change hides two larger, opposing ones. This comparison holds the barrier fixed, not the density, so 1.07 is a correction to the current and not directly to μ.

Such a barrier matters more in another way. The classical small-voltage current is q n v_T u/2 with n taken at the top of the barrier, while in equilibrium the density elsewhere is larger by the Boltzmann factor of the drop in potential energy. For this barrier the density averaged along the channel is about 32 times the density at the top, so a reading that uses the average density would give only about 15 cm²/Vs. The value μ_B applies when n is uniform or is taken at the top.
